# Mermin's number-conserving damping: Drude and static Lindhard limits of one response, part 2

A uniform, unpolarized electron gas with a parabolic band is treated in the random-phase approximation, in SI units. We seek a damped permittivity with the correct Drude and static limits.

The total potential energy $V$, external plus induced, varies as $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ and changes the density by $\delta n=\chi V$. The relaxation rate is $\gamma$, and $z=\omega+i\gamma$. The gas has density $n$, electron mass $m$, Fermi wavevector $k_F$, velocity $v_F=\hbar k_F/m$ and energy $E_F=\hbar^2k_F^2/(2m)$. Also $N_0=3n/(2E_F)=mk_F/(\pi^2\hbar^2)$, $\omega_p^2=ne^2/(\varepsilon_0m)$ and $k_{TF}^2=e^2N_0/\varepsilon_0$.

$$\varepsilon=1-\frac{e^2}{\varepsilon_0q^2}\,\chi. \tag{2}$$

The Drude response is

$$\chi=\frac{nq^2}{m\,\omega z},\qquad \varepsilon=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)}. \tag{3}$$

The Lindhard response $\chi(q,z)$, with permittivity $\varepsilon_L$, involves Fermi occupations $f_k$, volume $\Omega$, $\Delta_k=e_{k+q}-e_k$ with $e_k=\hbar^2k^2/(2m)$, $a_k=\hbar z-\hbar^2\mathbf k\cdot\mathbf q/m$ and $b=\hbar^2q^2/(2m)$:

$$\chi(q,z)=\frac2\Omega\sum_kf_k\left[\frac1{a_k-b}-\frac1{a_k+b}\right]=\frac2\Omega\sum_kf_k\,\frac{2b}{a_k^2-b^2}. \tag{6}$$

$$\chi(q,z)=\frac{nq^2}{mz^2}\left[1+\frac{3v_F^2q^2}{5z^2}+\dots\right]. \tag{7}$$

$$-\chi(q,i\gamma)=\frac2\Omega\sum_k\frac{(f_k-f_{k+q})\,\Delta_k}{\Delta_k^2+\hbar^2\gamma^2}. \tag{8}$$

Used alone, $\chi(q,z)$ is the "bare substitution": relaxation to the undisturbed gas, which does not conserve number. Relaxation to a local equilibrium with chemical-potential shift $\delta\mu$ conserves it if

$$\delta\mu=-\delta n/\chi(q,0). \tag{12}$$

With $\chi_z=\chi(q,z)$ and $\chi_0=\chi(q,0)$, this gives Mermin's response:

$$\chi_M(q,\omega)=\frac{z\,\chi_z}{\omega+i\gamma\,\chi_z/\chi_0}, \tag{13}$$

$$\varepsilon_M(q,\omega)=1+\frac{z\,[\varepsilon_L(q,z)-1]}{\omega+i\gamma\,\dfrac{\varepsilon_L(q,z)-1}{\varepsilon_L(q,0)-1}}. \tag{1}$$

The "ring" entries in the final output test (13) by time propagation, with current $j$, on a ring with $\hbar=m=1$, 37 momenta from $-5.4$ to $5.4$ in steps of $0.3$, $\mu=1$, $k_BT=0.5$, $\gamma=0.5$, $q=0.9$ and $\omega=0.7$. The response there is $\sum_k\delta\rho_k/V$, where $\delta\rho_k$ is the density-matrix change, without spin or volume factors. Static ratios are relative to the true static response.

### The Lindhard function at complex frequency

At zero temperature the sum (6) runs over a filled sphere. Let $x$ be the component of $\mathbf k$ along $\mathbf q$ in units of $k_F$. A slice of the sphere has area $\pi k_F^2(1-x^2)$ and thickness $k_F\,dx$. Define $u=z/(qv_F)$ and $Q=q/(2k_F)$. Dividing the denominators by $\hbar qv_F$ turns $\hbar z$ into $u$, $\hbar^2\mathbf k\cdot\mathbf q/m$ into $x$ and $b=\hbar^2q^2/(2m)$ into $Q$. With $(2/\Omega)\sum_k\to2\int d^3k/(2\pi)^3$,

$$\chi(q,z)=\frac{k_F^3}{4\pi^2\hbar qv_F}\int_{-1}^{1}(1-x^2)\left[\frac1{u-Q-x}-\frac1{u+Q-x}\right]dx .$$

The prefactor equals $mk_F^2/(4\pi^2\hbar^2q)=N_0/(8Q)$. For the integral, write $1-x^2=(1-w^2)+(w-x)(w+x)$. Then

$$\int_{-1}^1\frac{1-x^2}{w-x}\,dx=(1-w^2)L(w)+2w,\qquad L(w)=\ln\frac{w+1}{w-1}.$$

The principal logarithm is the right branch, because its argument is negative only for real $w$ between $-1$ and $1$, and $\gamma>0$ keeps $w$ off that segment. The two terms $2w$ combine to $2(u-Q)-2(u+Q)=-4Q$. Since $L(-w)=-L(w)$,

$$\chi(q,z)=-N_0\left\{\frac12+\frac{[1-(Q-u)^2]L(Q-u)+[1-(Q+u)^2]L(Q+u)}{8Q}\right\}. \tag{14}$$

For $u\to0$ the imaginary parts of the logarithms cancel, leaving

$$\chi_0=-N_0\left[\frac12+\frac{1-Q^2}{4Q}\ln\left|\frac{1+Q}{1-Q}\right|\right]. \tag{15}$$

For small $Q$ the logarithm is $2Q$ and $\chi_0\to-N_0$, the Thomas–Fermi value. Formula (14) was tested against direct integration over the sphere at $q/k_F=0.3$, 1.1 and 2.4, with $\hbar z/(2E_F)=0.6+0.3i$, $0.2+0.3i$ and $1.5+0.4i$ respectively. The relative difference was below $10^{-7}$.

### Zero wavevector at fixed frequency

As $q\to0$, $\chi_z$ vanishes as $q^2$ while $\chi_0$ tends to $-N_0$. Their ratio vanishes, so the denominator of (13) tends to $\omega$. Then $\chi_M\to z\,nq^2/(mz^2\omega)=nq^2/(m\omega z)$, which is the Drude response (3).

The local equilibrium seems to have dropped out, because $\delta\mu=-\delta n/\chi_0$ vanishes as $q^2V$. Yet it has done its work: without it the response would be $nq^2/(mz^2)$. The density itself is of order $q^2V$, so a shift of that order restores the electrons that the bare relaxation removes.

The next order shows where the limit fails. From $N_0=3n/(2E_F)$ and $E_F=mv_F^2/2$ one has $n/(mN_0)=v_F^2/3$, hence $\chi_z/\chi_0\approx-v_F^2q^2/(3z^2)$. With (7),

$$\chi_M\approx\frac{nq^2}{m\omega z}\,\frac{1+3v_F^2q^2/(5z^2)}{1-i\gamma v_F^2q^2/(3\omega z^2)} .$$

Corrections to $\chi_0\approx-N_0$ are of relative order $q^2$ and multiply a term already of that order. Expanding the denominator,

$$\varepsilon_M-1=-\frac{\omega_p^2}{\omega z}\left[1+\frac{v_F^2q^2}{z^2}\left(\frac35+\frac{i\gamma}{3\omega}\right)+O(q^4)\right]. \tag{16}$$

For $q\ll k_F$, two conditions emerge. The first is $qv_F\ll|z|$: an electron must not cross much of a wavelength in the shorter of a period and a relaxation time. The second comes from the last term. For $\omega\ll\gamma$ that term has magnitude $Dq^2/\omega$, with

$$D=\frac{v_F^2}{3\gamma}.$$

Diffusion must not level the density wave within a period. With $\hbar\gamma=10$ eV and the resist density used below, (1) was evaluated at $q=10^{-3}k_F$ for $\hbar\omega=3$, 20 and 40 eV. It agreed with Drude to a relative $10^{-4}$, and the remaining difference agreed with the $q^2$ term of (16) to a relative $10^{-3}$.

### Zero frequency at fixed wavevector

Now fix $q\neq0$. Divide the numerator and denominator of (13) by $i\gamma\chi_z/\chi_0$:

$$\chi_M=\chi_0\,\frac{1+\omega/(i\gamma)}{1+\omega\chi_0/(i\gamma\chi_z)} .$$

At $\omega=0$ this is $\chi_0$ for every $\gamma>0$, which proves the static claim. To first order in $\omega$, $\chi_z$ in the denominator may be replaced by $\chi(q,i\gamma)$. Then

$$\chi_M\approx\chi_0(1+i\omega\tau_q),\qquad
\tau_q=\frac1\gamma\left[\frac{\chi(q,0)}{\chi(q,i\gamma)}-1\right]. \tag{17}$$

By (8), the bracket is positive. The sign gives ${\rm Im}\,\varepsilon_M>0$ for $\omega>0$, which is absorption. To this order $1+i\omega\tau_q$ equals $1/(1-i\omega\tau_q)$, the response of a density that follows its equilibrium value with a delay $\tau_q$. Damping leaves the static value alone but changes the time needed to reach it. The expansion (17) holds when both $\omega\tau_q\ll1$ and $\omega\ll\gamma$.

This was tested at $\hbar\omega=10^{-6}$ eV for $q/k_F=0.2$, 0.9 and 2.5, each with $\hbar\gamma=1$, 10 and 30 eV. The static value was recovered to a relative $10^{-4}$ and the slope in (17) to a relative $10^{-3}$.

### Where the limits meet

Let $q\ll k_F$, $\omega\ll\gamma$ and $qv_F\ll\gamma$, with no condition on whether $\omega$ or $q$ vanishes faster. Then $z\approx i\gamma$, $\chi_z\approx-nq^2/(m\gamma^2)$ and $\chi_z/\chi_0\approx v_F^2q^2/(3\gamma^2)$. Equation (13) becomes

$$\chi_M\approx\frac{-i\,nq^2/(m\gamma)}{\omega+iDq^2}.$$

Since $n/m=N_0v_F^2/3$, the numerator is $-iN_0Dq^2$. Multiplying above and below by $-i$ gives $\chi_M=-N_0Dq^2/(Dq^2-i\omega)$, or

$$\varepsilon_M\approx1+\frac{k_{TF}^2D}{Dq^2-i\omega}. \tag{18}$$

For $\omega\ll Dq^2$ this is Thomas–Fermi screening. For $\omega\gg Dq^2$ it is $1+ik_{TF}^2D/\omega=1+i\omega_p^2/(\gamma\omega)$, the low-frequency Drude form, because $k_{TF}^2v_F^2/3=\omega_p^2$. Thus $\chi_M$ has no single limit at $q=\omega=0$; the ratio $\omega/(Dq^2)$ decides. The magnitude of $\varepsilon_M$ grows without bound whatever the ratio. The delay in (17) tends to $1/(Dq^2)$ in the same regime.

### A resist hit by a slow electron

In extreme-ultraviolet lithography, much of the resist chemistry is driven by electrons of tens of eV losing energy to valence electrons. Consider a film of the PMMA type, with the monomer C$_5$H$_8$O$_2$. Its molar mass is 100.12 g/mol, and it has $5\times4+8+2\times6=40$ valence electrons. With a rough mass density of 1.2 g/cm³,

$$n=\frac{1.2\times6.022\times10^{23}}{100.12}\times40=2.89\times10^{23}\ {\rm cm^{-3}} .$$

Treated as a free gas, these electrons have $\hbar\omega_p=19.95$ eV, $k_F=20.45$ nm$^{-1}$, $E_F=15.93$ eV and $\hbar v_F=2E_F/k_F=1.558$ eV nm. The damping $\hbar\gamma=10$ eV is a rough value for the broad valence loss of such polymers.

An electron of 80 eV, measured from the bottom of a free-electron band, loses 20 eV. The smallest transfer occurs when it continues forward, and is the difference of its wavenumbers at 80 and 60 eV: $q_1=6.14$ nm$^{-1}$, or $0.30\,k_F$. The Drude value at 20 eV is

$$\varepsilon=1-\frac{19.95^2}{20(20+10i)}=0.204+0.398i .$$

The loss function ${\rm Im}(-1/\varepsilon)={\rm Im}\,\varepsilon/|\varepsilon|^2$, which weights energy loss, is then 1.99. The results at 20 eV are:

| Response | $\varepsilon$ | Loss function |
|---|---:|---:|
| Drude, $q=0$ | $0.204+0.398i$ | 1.99 |
| Bare, $q=0$ | $0.522+0.637i$ | 0.94 |
| Mermin, $q_1$ | $0.166+0.508i$ | 1.78 |
| Bare, $q_1$ | $0.561+0.727i$ | 0.86 |

At 20 eV, close to the peak, the bare substitution roughly halves the loss. It also broadens the peak, so well above it the loss is raised instead. At $q=0$ and $\omega=\omega_p$ this can be derived. Drude gives $-1/\varepsilon=-\omega z/(i\gamma\omega)=-1+i\omega/\gamma$, hence a loss of $\omega/\gamma\approx2$. The bare form gives $-1/\varepsilon=-1+\omega^2/(\gamma^2-2i\omega\gamma)$, whose imaginary part is $(\omega/2\gamma)/[1+\gamma^2/(4\omega^2)]$, or about $1/(1+1/16)=0.94$. Damping the continuity factor as well as the momentum factor accounts for the halving.

The loss peak lies at 19.3 eV for Drude and at 20.6 eV for Mermin at $q_1$. At this wavevector $(\hbar v_Fq_1)^2/|\hbar z|^2$ is about $9.56^2/500=0.18$ at 20 eV, so (16) is still a useful guide: it gives $\varepsilon\approx0.160+0.489i$, close to the full result.

The static limit separates the theories more strongly. At $q_1$ Lindhard gives $\varepsilon=13.96$, and Mermin at $10^{-6}$ eV gives the same real part. The bare substitution gives 3.62. With $\hbar/(10\ {\rm eV})=0.0658$ fs, equation (17) yields

$$\tau_{q_1}=0.0658\left(\frac{12.96}{2.616}-1\right)\ {\rm fs}=0.26\ {\rm fs}.$$

The crossover shows clearly at $q=0.1$ nm$^{-1}$. Here $\hbar Dq^2=(1.558\times0.1)^2/30=8.1\times10^{-4}$ eV.

| $\omega/(Dq^2)$ | Mermin $\varepsilon$ | Drude $\varepsilon$ |
|---:|---:|---:|
| 0.01 | $49190+492i$ | $-2.98+4.92\times10^6i$ |
| 1 | $24600+24600i$ | $-2.98+49200i$ |
| 100 | $1.94+492i$ | $-2.98+492i$ |

The first row has nearly the static Lindhard value, 49200. In the last row the imaginary parts agree, but the real parts still differ by 4.92. Equation (18) accounts for this difference: its real part exceeds 1, the real part of its own Drude limit, by $(k_{TF}^2/q^2)/(1+100^2)$, which is 4.92. Both table entries also contain the term $-\omega_p^2/\gamma^2=-3.98$, which (18) neglects beside the large imaginary part.

### What the real film changes

A polymer resist is an insulator, so the largest error is the neglect of electron binding. The metallic static screening and the diffusion described above belong to the model gas, not to the film. A single oscillator of energy $\hbar\omega_0$, with $\varepsilon=1+\omega_p^2/(\omega_0^2-\omega^2-i\gamma\omega)$, gives a size for the error. A rough refractive index of 1.5 requires $\hbar\omega_0=19.95/\sqrt{1.5^2-1}=17.85$ eV. With $n$ and $\gamma$ held fixed, the loss peak at $q=0$ moves from 19.3 to 26.3 eV, and the loss at 20 eV falls from 1.99 to 0.57. Such films have a broad valence-loss maximum in the low twenties of eV, between these two model values. The agreement concerns the position of the peak, not its height. The Kramers–Kronig relation for $1/\varepsilon$ gives $(2/\pi)\int_0^\infty{\rm Im}(-1/\varepsilon)\,d\omega/\omega=1-1/\varepsilon(0)$. This is 1 for the Drude gas but about $1-1/1.5^2=0.56$ for the valence loss of the insulator, so a peak of similar position and width is lower in the film by roughly that factor. The loss values in the table therefore compare the models with each other, not with the film. The gas also gives no prediction for optical or static properties. Below a rough optical gap of 5 eV it places false loss, amounting to 1.2 % of the area under the Drude loss function.

Exchange is also missing. In the local-density approximation, the second density derivative of the Dirac exchange energy per volume is $-G\,e^2/(\varepsilon_0q^2)$ with $G=q^2/(4k_F^2)$. The added potential energy $-Ge^2\delta n/(\varepsilon_0q^2)$ acts on the electrons and changes $P=\varepsilon_M-1$ into $P/(1-GP)$. At $q_1$, $G=0.0225$. With this static $G$ used at all frequencies, the loss at 20 eV moves from 1.78 to 1.81 (the high-frequency long-wave exchange kernel, $3/5$ of the static one, gives 1.80), but the static permittivity moves from 13.96 to 19.3. Correlation is left out of this estimate.

Temperature matters little for the gas: $k_BT/E_F=0.0016$ at 300 K. The damping matters more. Since $\hbar\gamma/E_F=0.63$, it is not weak, and a constant $\gamma$ is a parameter of the model and not a measured collision rate. Changing $\hbar\gamma$ to 8 or 12 eV, with $n$ and $q_1$ fixed, gives losses of 2.14 or 1.52 at 20 eV. Number conservation with a current-free target secures the Drude limit, and choosing the local equilibrium as that target also secures the static limit. Neither choice determines $\gamma$. The numerical output below lists the inputs and results.

## Computed values

```
ring: propagated response: -4.187 -3.347i
ring: conserving formula: -4.187 -3.347i
ring: q*j/(w*dn), conserving: 1 -5.165e-07i
ring: q*j/(w*dn), bare: 1 +0.7143i
ring: static ratio, conserving: 1
ring: static ratio, bare: 0.7031
mass density (rough): 1.2 g/cm3
monomer molar mass: 100.12 g/mol
valence electrons per monomer: 40
valence-electron density: 2.887e+23 cm^-3
damping hbar*gamma (rough): 10 eV
plasma energy: 19.95 eV
Fermi energy: 15.93 eV
Fermi wavevector: 20.45 1/nm
hbar*v_F: 1.558 eV nm
Thomas-Fermi wavevector: 22.18 1/nm
diffusion constant D: 1.229 cm2/s
electron energy: 80 eV
energy loss: 20 eV
smallest wavevector transfer q1: 6.139 1/nm
Drude eps at 20 eV, q=0: 0.2038 +0.3981i
bare-substitution eps at 20 eV, q=0: 0.5223 +0.637i
Mermin eps at 20 eV, q1: 0.1656 +0.5078i
bare-substitution eps at 20 eV, q1: 0.5611 +0.7271i
loss function at 20 eV, Drude q=0: 1.99
loss function at 20 eV, bare q=0: 0.9388
loss function at 20 eV, Mermin q1: 1.78
loss function at 20 eV, bare q1: 0.862
loss peak, Drude q=0: 19.33 eV
loss peak, Mermin q1: 20.61 eV
static Lindhard eps at q1: 13.96
Mermin eps at 1e-6 eV, q1: 13.96 +5.12e-06i
bare-substitution static eps at q1: 3.616
density relaxation time at q1: 0.2601 fs
crossover energy hbar*D*q^2 at 0.1/nm: 0.0008092 eV
static Lindhard eps at 0.1/nm: 4.92e+04
Mermin eps at 0.1/nm, 0.01 x crossover: 4.919e+04 +492i
Drude eps at 0.01 x crossover: -2.981 +4.92e+06i
Mermin eps at 0.1/nm, 1 x crossover: 2.46e+04 +2.46e+04i
Drude eps at 1 x crossover: -2.981 +4.92e+04i
Mermin eps at 0.1/nm, 100 x crossover: 1.939 +491.9i
Drude eps at 100 x crossover: -2.981 +491.9i
refractive index (rough): 1.5
neglected binding: oscillator energy: 17.85 eV
neglected binding: loss peak at q=0: 26.3 eV
neglected binding: loss at 20 eV, q=0: 0.5678
optical gap (rough): 5 eV
Drude loss area below gap: 1.22 %
exchange local-field factor at q1: 0.02254
with exchange: loss at 20 eV, q1: 1.811
with exchange: static eps at q1: 19.3
k_B*T/E_F at 300 K: 0.00162
hbar*gamma/E_F: 0.628
loss at 20 eV, q1, damping 8 eV: 2.136
loss at 20 eV, q1, damping 12 eV: 1.52
```
